# Which crystal classes without inversion allow piezoelectricity?

## Problem

A homogeneous crystal is placed under a uniform static stress \(\sigma_{jk}\), with no electric field inside it. To first order in the stress it acquires the polarization

\[
P_i=\sum_{jk} d_{ijk}\,\sigma_{jk}.
\]

(a) Show that a class containing inversion has \(d_{ijk}=0\).

(b) Find the most general tensor \(d_{ijk}\) for the cubic classes \(432\) and \(\bar43m\), neither of which contains inversion. Explain the difference between them.

(c) Of the 32 crystal classes, how many allow a nonzero \(d_{ijk}\)?

(d) A model crystal of class \(\bar43m\) has \(d_{14}=3.0\) pC/N. A uniaxial tension of 10 MPa is applied along \([100]\), \([110]\) and \([111]\) in turn. Find the polarization in each case, and the direction of tension that gives the largest polarization.

## Solution

### The symmetry condition

The stress is symmetric, \(\sigma_{jk}=\sigma_{kj}\), provided that no torque is distributed through the volume of the crystal. A part of \(d_{ijk}\) antisymmetric in \(j,k\) would then drop out of the sum, so we may set

\[
d_{ijk}=d_{ikj}.
\]

Now apply an orthogonal operation \(R\) to the crystal and the stress together. The polarization becomes \(RP\) and the stress becomes \(R\sigma R^{T}\), so the transformed crystal has the tensor

\[
d'_{ijk}=\sum_{abc}R_{ia}R_{jb}R_{kc}\,d_{abc}.
\]

If \(R\) belongs to the crystal class, the transformed crystal has the same macroscopic properties as the original one. Therefore

\[
d_{ijk}=\sum_{abc}R_{ia}R_{jb}R_{kc}\,d_{abc}\qquad\text{for every }R\text{ in the class.}
\tag{1}
\]

It is enough to impose (1) for a set of generators, because a tensor unchanged by two operations is unchanged by their product.

### (a) Inversion

For inversion \(R_{ia}=-\delta_{ia}\), and (1) reads \(d_{ijk}=(-1)^3d_{ijk}=-d_{ijk}\). Every component is zero. Lack of inversion is thus necessary for piezoelectricity. Part (b) decides whether it is also sufficient.

### (b) The two cubic classes

Take the axes 1, 2, 3 along the cube edges \(x,y,z\). Both classes contain the class \(23\), which has twofold axes along the cube edges and threefold axes along the body diagonals. We impose these first.

**Twofold axes.** The half turn about \(x\) is \(R=\mathrm{diag}(1,-1,-1)\). Let \(N_1,N_2,N_3\) be the numbers of times that 1, 2 and 3 occur among the indices \(ijk\). Condition (1) becomes

\[
d_{ijk}=(-1)^{N_2+N_3}d_{ijk},
\]

so a nonzero component needs \(N_2+N_3\) even. Since \(N_1+N_2+N_3=3\), this means that \(N_1\) is odd. The half turns about \(y\) and \(z\) require in the same way that \(N_2\) and \(N_3\) be odd. Three odd numbers with sum 3 must all equal 1, so only components with three different indices survive.

**Threefold axis.** The rotation about \([111]\) that takes \(e_1\to e_2\to e_3\to e_1\) has the nonzero elements \(R_{21}=R_{32}=R_{13}=1\). Condition (1) gives

\[
d_{123}=R_{13}R_{21}R_{32}\,d_{312}=d_{312},\qquad
d_{231}=R_{21}R_{32}R_{13}\,d_{123}=d_{123}.
\]

Hence \(d_{123}=d_{231}=d_{312}\). Exchanging the last two indices gives the other three components, \(d_{132}=d_{213}=d_{321}\), with the same value. Class \(23\) therefore has one constant.

**Class \(432\).** Add the quarter turn about \(z\), with \(e_1\to e_2\), \(e_2\to-e_1\), \(e_3\to e_3\). Its nonzero elements are \(R_{21}=1\), \(R_{12}=-1\), \(R_{33}=1\), so

\[
d_{123}=R_{12}R_{21}R_{33}\,d_{213}=-d_{213}.
\]

But \(d_{213}=d_{123}\) from the previous step. Thus \(d_{123}=-d_{123}=0\), and the whole tensor vanishes:

\[
d_{ijk}=0\qquad(432).
\]

**Class \(\bar43m\).** Here the added operation is the same quarter turn followed by inversion. All elements of \(R\) change sign, which multiplies the right-hand side by \((-1)^3\):

\[
d_{123}=+d_{213}.
\]

This already holds. To see that the remaining components cause no trouble, note that the tensor is now symmetric in all three indices. Such a tensor is fixed by the cubic form

\[
\sum_{ijk}d_{ijk}x_ix_jx_k=6\,d_{123}\,xyz .
\]

The quarter turn takes \((x,y,z)\) to \((-y,x,z)\), and with inversion to \((y,-x,-z)\). The product \(xyz\) then becomes \(y(-x)(-z)=xyz\), so the tensor is unchanged and one constant survives.

In Voigt notation \(\sigma_4=\sigma_{23}\), \(\sigma_5=\sigma_{13}\) and \(\sigma_6=\sigma_{12}\). From

\[
P_1=d_{123}\sigma_{23}+d_{132}\sigma_{32}=2d_{123}\,\sigma_4
\]

we read off \(d_{14}=2d_{123}\). The other two rows follow by cyclic permutation:

\[
d_{14}=d_{25}=d_{36},\qquad
P=d_{14}\,(\sigma_{23},\sigma_{31},\sigma_{12})\qquad(\bar43m),
\tag{2}
\]

with all other entries of the \(3\times6\) matrix equal to zero.

**Why \(432\) fails.** Consider a tension along \([111]\). Class \(432\) contains the half turn about \([1\bar10]\), which is the quarter turn about \(z\) followed by the half turn about \(x\). This half turn reverses \([111]\). A tension along a line has no sense of direction, so the stress is unchanged, while a polarization along \([111]\) would be reversed. It must vanish, although no inversion is present. The one constant \(d_{123}\) left by class \(23\) gives, for a tension \(\sigma\) along \([111]\), the polarization \(\tfrac23 d_{123}\,\sigma\,(1,1,1)\), which lies along \([111]\), so that constant must be zero. In \(\bar43m\) this half turn is absent, and the polarization is allowed.

The symmetry of the stress is essential. Without \(d_{ijk}=d_{ikj}\), the two- and threefold axes leave two constants,

\[
a=d_{123}=d_{231}=d_{312},\qquad b=d_{132}=d_{213}=d_{321},
\]

and the quarter turn of \(432\) requires \(a=-b\). The result is \(d_{ijk}=a\,\varepsilon_{ijk}\), with \(\varepsilon_{ijk}\) the Levi-Civita symbol, which every rotation leaves unchanged. So \(432\) does permit a third-rank tensor, but an antisymmetric one, and \(\sum_{jk}\varepsilon_{ijk}\sigma_{jk}=0\) for a symmetric stress. If torques acted in the volume and made the stress asymmetric, this argument would no longer exclude a response. Nor does it cover a nonuniform stress, whose gradient is a further quantity on which \(P\) could depend.

### (c) Counting the classes

We take the list of the 32 classes as known. Eleven contain inversion:

\[
\bar1,\ 2/m,\ mmm,\ \bar3,\ \bar3m,\ 4/m,\ 4/mmm,\ 6/m,\ 6/mmm,\ m\bar3,\ m\bar3m .
\]

In \(\bar1\) inversion is the generator, and in \(\bar3\) and \(\bar3m\) it is the third power of the operation \(\bar3\). Each of the others has a half turn about an axis perpendicular to a mirror plane, and the product of the two is inversion. By (a), none of the eleven is piezoelectric.

Of the remaining 21 classes, \(432\) is excluded by (b). For each of the other 20 it suffices to exhibit one nonzero tensor that satisfies (1). Four tensors are enough.

**A. \(P=(0,0,\sigma_{33})\).** This symmetric tensor has the cubic form \(z^3\), which is unchanged by every operation that leaves \(z\) fixed. With \(z\) along the polar axis, or in the mirror plane for class \(m\), this covers ten classes: \(1,\,2,\,m,\,mm2,\,3,\,3m,\,4,\,4mm,\,6,\,6mm\).

**B. \(P=(\sigma_{23},-\sigma_{13},0)\).** With \(\hat z\) the unit vector along \(z\), this is \(P=(\sigma\hat z)\times\hat z\). Let \(R\) be a rotation with \(R\hat z=s\hat z\), \(s=\pm1\). Then \(R^{T}\hat z=s\hat z\) and \(\hat z=sR\hat z\), so the transformed stress gives

\[
(R\sigma R^{T}\hat z)\times\hat z
=(sR\sigma\hat z)\times(sR\hat z)
=s^2R\left[(\sigma\hat z)\times\hat z\right]=RP .
\]

The middle step uses the fact that a proper rotation preserves the cross product. The relation therefore holds in every class made of rotations about \(z\) and half turns perpendicular to \(z\). This covers four classes: \(222,\,32,\,422,\,622\).

**C. \(P=(\sigma_{23},\sigma_{31},\sigma_{12})\).** By (2) this is allowed in \(\bar43m\). It is then also allowed in every class whose operations all belong to \(\bar43m\), since fewer conditions apply. This covers four classes: \(\bar4,\,\bar42m,\,23,\,\bar43m\).

**D. \(P=(\sigma_{11}-\sigma_{22},\,-2\sigma_{12},\,0)\).** The components are \(d_{111}=1\) and \(d_{122}=d_{212}=d_{221}=-1\), with the cubic form

\[
x^3-3xy^2=\mathrm{Re}\,(x+iy)^3 .
\]

A rotation by \(120^\circ\) about \(z\) multiplies \((x+iy)^3\) by \(e^{2\pi i}=1\). The mirror \(z\to-z\) does not affect it, and the mirror \(y\to-y\) replaces it by its complex conjugate, which has the same real part. The first two operations generate \(\bar6\), and all three generate \(\bar6m2\). This covers two classes.

The total is

\[
10+4+4+2=20 .
\]

So 20 of the 32 classes allow piezoelectricity, and \(432\) is the one class that lacks inversion and still forbids it. The four tensors prove that a response is allowed, but they need not be the most general ones; class \(222\), for example, has three independent constants. Symmetry also says nothing about the size of an allowed constant, which may be very small in a given material.

### (d) Polarization of the model crystal

A tension \(\sigma\) along the unit vector \(n\) is the stress \(\sigma_{jk}=\sigma n_jn_k\). Equation (2) gives

\[
P=d_{14}\,\sigma\,(n_2n_3,\;n_3n_1,\;n_1n_2).
\tag{3}
\]

Since \(1\ \mathrm{pC/N}\times1\ \mathrm{MPa}=10^{-12}\times10^{6}\ \mathrm{C/m^2}=1\ \mathrm{\mu C/m^2}\), the prefactor is \(d_{14}\sigma=3.0\times10=30\ \mathrm{\mu C/m^2}\).

- Along \([100]\), all three products vanish and \(P=0\).
- Along \([110]\), \(n_1=n_2=1/\sqrt2\) and \(n_3=0\). Then \(P=30\,(0,0,\tfrac12)=(0,0,15)\ \mathrm{\mu C/m^2}\), perpendicular to the tension.
- Along \([111]\), each \(n_i=1/\sqrt3\). Then \(P=30\,(\tfrac13,\tfrac13,\tfrac13)=(10,10,10)\ \mathrm{\mu C/m^2}\), parallel to \([111]\), with magnitude \(10\sqrt3=17.3\ \mathrm{\mu C/m^2}\).

For the largest polarization, set \(u=n_1^2\), \(v=n_2^2\), \(w=n_3^2\), with \(u+v+w=1\). From (3),

\[
|P|^2=(d_{14}\sigma)^2\,(uv+vw+wu).
\]

The identity

\[
(u+v+w)^2-3(uv+vw+wu)=\tfrac12\left[(u-v)^2+(v-w)^2+(w-u)^2\right]\ge0
\]

shows that \(uv+vw+wu\le\tfrac13\), with equality for \(u=v=w\). Hence

\[
|P|\le\frac{|d_{14}\sigma|}{\sqrt3}=17.3\ \mathrm{\mu C/m^2},
\]

and the bound is reached for tension along any body diagonal of the cube.

Two further cases follow from (2). A hydrostatic stress has no off-diagonal components and produces no polarization. Turning the crystal by \(90^\circ\) about \(z\), with the axes held fixed, changes \(xyz\) to \(-xyz\) and so changes \(d_{14}\) from \(3.0\) to \(-3.0\) pC/N. In class \(432\) this turn is a symmetry, the two values would have to agree, and zero is the one value that allows it.

The numerical check obtains the 32 classes independently, as the subgroups of \(m\bar3m\) and \(6/mmm\), and finds the same 20.

## Calculated quantities

```
crystal classes found by enumeration: 32
classes with inversion: 11
classes without inversion: 21
classes that allow piezoelectricity: 20
class, number of operations, independent constants, witness:
  1       1  18  A
  2       2   8  A
  m       2  10  A
  mm2     4   5  A
  3       3   6  A
  3m      6   4  A
  4       4   4  A
  4mm     8   3  A
  6       6   4  A
  6mm    12   3  A
  222     4   3  B
  32      6   2  B
  422     8   1  B
  622    12   1  B
  -4      4   4  C
  -42m    8   2  C
  23     12   1  C
  -43m   24   1  C
  -6      6   2  D
  -6m2   12   1  D
  432    24   0  none
classes per witness: {'A': 10, 'B': 4, 'C': 4, 'D': 2}
432, constants of a general third-rank tensor: 1
-43m, matrix d_iJ in units of d14:
   0 0 0 1 0 0
   0 0 0 0 1 0
   0 0 0 0 0 1
d14 = 3.0 pC/N, d_123 = 1.50 pC/N
uniaxial stress = 10.0 MPa
stress along [100]: P = (0.00, 0.00, 0.00), |P| = 0.00, along n 0.00 microC/m^2
stress along [110]: P = (0.00, 0.00, 15.00), |P| = 15.00, along n 0.00 microC/m^2
stress along [111]: P = (10.00, 10.00, 10.00), |P| = 17.32, along n 17.32 microC/m^2
largest P along n on the grid = 17.32 microC/m^2
d14*stress/sqrt(3) = 17.32 microC/m^2
hydrostatic stress: |P| = 0.00 microC/m^2
d14 after a 90 degree turn about z = -3.0 pC/N
largest |d_ijk| after averaging over 432 = 0.00 pC/N
```
